# Negative-capacitance intervals of a sixth-order Landau film and their closing

## Problem

A uniform film of thickness $t_f=10$ nm has the energy density

$$U(P)=\frac{\alpha}{2}P^2+\frac{\beta}{4}P^4+\frac{\gamma}{6}P^6,\qquad \alpha>0,\ \beta<0,\ \gamma>0 .$$

The field in equilibrium with the polarization $P$ is $E=dU/dP$. The displacement is $D=P+\varepsilon_0E$, so $P$ leaves out the vacuum part.

Fields are in MV/cm and polarizations in µC/cm². In these units the model coefficients are $\alpha=0.5$, $\beta=-3.3\times10^{-3}$ and $\gamma=7\times10^{-6}$. One unit of $\alpha$, 1 MV/cm per µC/cm², equals $10^{10}$ m/F.

(a) In which intervals of $P$ is the differential capacitance negative, and at which $\alpha$ do they vanish when $\beta$ and $\gamma$ are held fixed?

(b) What does the film do at a controlled voltage, and could a series insulator hold it inside an interval?

## A tempting solution

Capacitance is charge divided by voltage. It is therefore negative where $P$ and $E$ have opposite signs:

$$\frac{E}{P}=\alpha-|\beta|P^2+\gamma P^4<0 .$$

The roots in $P^2$ are $\left[|\beta|\pm\sqrt{\beta^2-4\alpha\gamma}\right]/(2\gamma)$. For positive $\alpha$ they give two mirror intervals, which vanish at $\alpha=\beta^2/(4\gamma)=0.389$. The film has $\alpha=0.5$, so it has no negative capacitance.

## Where it fails

Evaluate the field at two polarizations:

$$E(8.113)=4.057-1.762+0.246\approx2.54,$$
$$E(14.732)=7.366-10.551+4.857\approx1.67 .$$

The polarization has risen by 6.62 µC/cm² while the field has fallen by 0.87 MV/cm. Somewhere between these points $dE/dP$ is negative, although $E$ and $P$ are both positive.

The fault is the use of the ratio $P/E$ in place of the derivative. A differential capacitance compares a small change of charge with the accompanying change of voltage. Its sign is tied to the curvature $U''=dE/dP$, not to $E/P$.

The value $\beta^2/(4\gamma)$ answers another question. Below it, $E$ vanishes at some $P\neq0$. At the larger root $E$ passes from negative to positive, so that root is an energy minimum. The tempting solution has found the condition for a polar state that survives at zero field.

## Solution of (a)

**The intervals.** Differentiate the energy twice and write $x=P^2$:

$$E=\alpha P-|\beta|P^3+\gamma P^5,\qquad U''=\alpha-3|\beta|x+5\gamma x^2 .$$

This is an upward parabola in $x$, negative strictly between its roots if they are real and distinct:

$$x_\pm=\frac{3|\beta|\pm\sqrt{9\beta^2-20\alpha\gamma}}{10\gamma}.$$

The discriminant is positive when $\alpha$ is below

$$\boxed{\alpha^*=\frac{9\beta^2}{20\gamma}}$$

The sum of the roots is $3|\beta|/(5\gamma)>0$ and their product is $\alpha/(5\gamma)$, which is positive for $\alpha>0$. Both roots are then positive, and each corresponds to two polarizations, $\pm\sqrt{x}$.

Define $P_*^2=3|\beta|/(10\gamma)$ and $t=\alpha/\alpha^*$. Taking $3|\beta|$ out of the square root leaves $\sqrt{1-20\alpha\gamma/(9\beta^2)}=\sqrt{1-t}$. Hence, for $0<\alpha<\alpha^*$,

$$\boxed{P_-<|P|<P_+,\qquad P_\pm^2=P_*^2\left(1\pm\sqrt{1-t}\right)}$$

A positive quadratic coefficient is thus not enough by itself; it must also lie below $\alpha^*$.

The factor 9/20 belongs to the prefactors 1/2, 1/4 and 1/6. If the energy is written $aP^2+bP^4+cP^6$, then $\alpha=2a$, $\beta=4b$ and $\gamma=6c$. The condition $2a^*=9(4b)^2/(20\cdot6c)$ gives $a^*=3b^2/(5c)$.

**How the intervals close.** From the definition of $P_*$, $10\gamma P_*^2=3|\beta|$ and $5\gamma P_*^4=9\beta^2/(20\gamma)=\alpha^*$. Completing the square therefore gives

$$U''=\alpha-\alpha^*+5\gamma\left(P^2-P_*^2\right)^2 .$$

The most negative slope is $-\Delta$, with $\Delta=\alpha^*-\alpha$, and it occurs at $P=\pm P_*$. Raising $\alpha$ lifts the whole curve without moving these two points.

The width follows from $x_++x_-=2P_*^2$ and $x_+x_-=P_*^4\left[1-(1-t)\right]=P_*^4t$:

$$(P_+-P_-)^2=x_++x_--2\sqrt{x_+x_-}=2P_*^2\left(1-\sqrt t\right).$$

Near closing, $1-\sqrt t\approx(1-t)/2$, so the width tends to $P_*\sqrt{1-t}$. At $\alpha=\alpha^*$ the slope is zero at $\pm P_*$ and positive elsewhere: the differential capacitance diverges at two points but is nowhere negative.

**The other limit.** For small $t$, $1-\sqrt{1-t}\approx t/2$, which gives $P_-^2\approx P_*^2t/2=\alpha/(3|\beta|)$. The inner ends move to $P=0$ as $\alpha\to0$, while $P_+\to\sqrt2P_*$. At $\alpha=0$ the two intervals are separated by the single point $P=0$. For $\alpha<0$ the product of the roots is negative, so one root is positive, and there is a single interval containing $P=0$. This is the familiar case of a ferroelectric with an unstable nonpolar state.

**From slope to capacitance.** The differential capacitance per area is $(dD/dE)/t_f$, and

$$\frac{dD}{dE}=\varepsilon_0+\frac{1}{U''} .$$

Inside an interval $-\Delta\le U''<0$, so $1/U''\le-1/\Delta$. The sum is negative throughout the interval if $\varepsilon_0\Delta<1$. If a separate background permittivity $\varepsilon_b$ is added, $D=P+\varepsilon_0\varepsilon_bE$, the condition becomes $\varepsilon_0\varepsilon_b\Delta<1$. When it fails, the capacitance is positive around $\pm P_*$ even though $U''<0$ there.

**Numbers.** The closing coefficient is

$$\alpha^*=\frac{9(3.3\times10^{-3})^2}{20(7\times10^{-6})}=0.700,$$

or $7.00\times10^9$ m/F. The film has $t=0.714$ and $\sqrt{1-t}=0.535$. With $P_*^2=141.4$ (µC/cm²)²,

$$P_-=\sqrt{141.4(1-0.535)}\approx8.1,\qquad P_+=\sqrt{141.4(1+0.535)}\approx14.7 .$$

The intervals are $8.1<|P|<14.7$ µC/cm². Here $\Delta=0.200$ and $\varepsilon_0\Delta=0.0177$, so the capacitance condition holds for any $\varepsilon_b$ below about 56. With $\varepsilon_b=1$ the relative differential permittivity at $P_*$ is $1-1/0.0177\approx-55$, and the film capacitance there is $-4.9$ µF/cm².

## Solution of (b)

**Bare film.** At fixed field, the quantity to minimize with respect to $P$ is $U-EP$, whose second derivative is $U''$. Uniform states inside the intervals are therefore energy maxima. On a slowly rising field the film follows its minimum from $P=0$ to $P_-$, where $E(P)$ has a local maximum of 2.54 MV/cm, and then jumps to the high-polarization branch. On a falling field it jumps back at $E(P_+)=1.67$ MV/cm. A numerical downhill walk in the energy, with field steps of 0.005 MV/cm, jumped at 2.545 and 1.670 MV/cm.

Both fields are positive, so the film returns to the low-polarization branch before the field reaches zero, and its polarization then falls continuously to $P=0$ at zero field. Negative fields give the mirror loop. This double hysteresis without remanence occurs for $\beta^2/(4\gamma)<\alpha<\alpha^*$, the range in which the tempting solution sees nothing.

**Series insulator.** Add a layer of thickness $d$ and relative permittivity $\varepsilon_d$, with no free charge at the interface. Then $D$ is continuous, and the voltage is

$$V=t_fE+\frac{d\,(P+\varepsilon_0E)}{\varepsilon_0\varepsilon_d}.$$

For stability at fixed $V$, use the electrical enthalpy per area

$$H=t_f\left(U-EP-\tfrac12\varepsilon_0E^2\right)-\tfrac12d\,\varepsilon_0\varepsilon_dE_d^2,\qquad t_fE+dE_d=V .$$

At fixed $P$ the voltage constraint gives $d\,\delta E_d=-t_f\,\delta E$. The change of $H$ is then $t_f(-P-\varepsilon_0E+\varepsilon_0\varepsilon_dE_d)\,\delta E$, which vanishes by continuity of $D$. The explicit dependence on $P$ remains: $dH/dP=t_f\left[U'(P)-E\right]$, where $E$ is now the field fixed by $V$ and $P$,

$$E=\frac{V-dP/(\varepsilon_0\varepsilon_d)}{t_f+d/\varepsilon_d}.$$

Differentiating once more at fixed $V$,

$$\frac{d^2H}{dP^2}=t_f\left[U''+\frac{d/(\varepsilon_0\varepsilon_d)}{t_f+d/\varepsilon_d}\right].$$

The worst case is $U''=-\Delta$. Requiring a positive bracket and multiplying by $\varepsilon_0\varepsilon_d(t_f+d/\varepsilon_d)$ gives $d>\varepsilon_0\Delta(\varepsilon_dt_f+d)$, or

$$d>\frac{\varepsilon_d\,\varepsilon_0\Delta\,t_f}{1-\varepsilon_0\Delta},\qquad \varepsilon_0\Delta<1 .$$

For an alumina-like layer with $\varepsilon_d=9$ this is $9(0.0177)(10\ \text{nm})/0.982\approx1.6$ nm. At the voltage belonging to $P_*$, the computed enthalpy has one minimum, at $P_*$, when the layer is 2% thicker than this bound, and two minima when it is 2% thinner.

The bound concerns uniform states and an ideal insulator. The field in the series layer is $D/(\varepsilon_0\varepsilon_d)$, whatever its thickness: 10.5 MV/cm at $P_-$ and 18.7 MV/cm at $P_+$. A rough breakdown field for thin alumina is 10 MV/cm. A Fowler–Nordheim estimate for a 2 nm layer, with a rough barrier of 2.8 eV and a mass of 0.3 electron masses, passes a charge equal to $P_+$ in about 0.3 ns if the higher field is held; at fixed voltage the collected charge lowers the field and the time is longer. Such charge collects at the interface and breaks the assumed continuity of $D$. Near $P_-$ the field only just exceeds the rough breakdown value, but leakage still decides: the same estimate gives about 10 A/cm² at 10.5 MV/cm for any layer thick enough (above about 2.7 nm) for a triangular barrier, which passes a charge equal to $P_-$ in about a microsecond, and a thinner layer leaks faster. The time is very sensitive to the rough values: a barrier of 3.2 eV with a mass of 0.4 stretches it to about a millisecond. With these rough values the alumina-like layer cannot hold the film statically anywhere in the interval, although the condition for uniform states is met. The field scales as $1/\varepsilon_d$: for $\varepsilon_d=25$ it is 3.8 to 6.7 MV/cm and the bound is 4.5 nm, and the leakage of such a layer must be judged by its own breakdown field and barrier.

Even an ideal insulator does not settle the question, because the film can split into domains. For a modulation $\delta P\cos kx$, uniform across the thickness, in a film of in-plane relative permittivity $\varepsilon_x$, the second term in the bracket above becomes

$$\frac{1}{\varepsilon_0t_fk\left[\sqrt{\varepsilon_x}\coth\left(\sqrt{\varepsilon_x}\,kt_f\right)+\varepsilon_d\coth(kd)\right]} .$$

It reduces to the uniform value as $k\to0$ and falls to zero at large $k$. With the energy $U(P)$ alone, a state inside an interval is therefore unstable to domains for any $d$ and $\varepsilon_d$. Only a gradient energy $\tfrac g2|\nabla P|^2$ can prevent this. At $P_*$, for $\varepsilon_d=9$ or 25 and $\varepsilon_x$ between 1 and 24, it needs $g$ of roughly $10^{-9}$ to $2\times10^{-8}$ m³/F.

## Reading the result for a real film

The coefficients place the model roughly in the regime of antiferroelectric-like zirconia films, where a field turns a nonpolar phase into a polar one. Jump fields of a few MV/cm and polarizations of 10 to 20 µC/cm² are of the right size. The zero-field relative permittivity, 23.6, is somewhat below a rough 30 to 40 for such films. The upward jump field lies below a rough zirconia breakdown field of 4 MV/cm. Real films are polycrystalline and can switch in parts, which breaks the assumption of a uniform $P$. At 2.15 MV/cm the two minima of $U-EP$ are equally deep, with a barrier of 1.63 J/cm³ between them. For a cube of side 3 nm this is about 11 $kT$ at 300 K, and for a column of the same cross-section spanning the film about 35 $kT$. These figures leave out the energy of the walls and, for the cube, that of its bound charge. The latter is not small: for a sphere in unswitched surroundings of differential permittivity $\varepsilon_m\approx44$ it is $(\delta P)^2/[2\varepsilon_0(1+2\varepsilon_m)]$, about 9 J/cm³ for full switching, far above the barrier. This linear estimate is only indicative: continuity of the normal $D$ above and below a switched region needs about 17 µC/cm², while the low branch carries at most $P_-+\varepsilon_0E(P_-)=8.3$ µC/cm². Unless the charge is screened, such a region cannot switch fully while the material above and below it stays unswitched. If screened or film-spanning regions switch easily, both jumps move toward 2.15 MV/cm, by up to about 0.4 MV/cm for the upward one and 0.5 MV/cm for the downward one. The interval ends $P_\pm$ remain properties of $U$, but in that case a slow measurement would not reach them. With an assumed attempt rate of $10^{12}$ s⁻¹ and no wall energy, the column jumps near 2.26 and 2.01 MV/cm for a wait of 1 ms; wall energy would raise the barrier and reduce these shifts.

Temperature enters through $\alpha$. Suppose that $\beta$ and $\gamma$ stay fixed and that $d\alpha/dT=1/(\varepsilon_0C)$, with $C$ the Curie constant. A rise of 85 K then closes the intervals if $C$ is about 4800 K or less; a larger $C$ leaves them open. Strain and higher powers of $P$ would change the energy itself, and their effect is not estimated here. The numerical output lists the main values used above.

## Values computed for the example and the checks

```
alpha = 0.500 MV/cm per uC/cm2 = 5.00e+09 m/F
beta = -3.30e-03 MV/cm per (uC/cm2)^3
gamma = 7.00e-06 MV/cm per (uC/cm2)^5
film thickness = 10.0 nm
closing alpha* = 0.7001 MV/cm per uC/cm2
closing alpha* = 7.001e+09 m/F
ratio t = alpha/alpha* = 0.7142
sqrt(1-t) = 0.5346
P* = 11.892 uC/cm2
P*^2 = 141.43 (uC/cm2)^2
P_minus = 8.113 uC/cm2
P_plus = 14.732 uC/cm2
interval width = 6.619 uC/cm2
Delta = alpha*-alpha = 0.2001 MV/cm per uC/cm2
polar state lowest below alpha = 0.2917 (same unit)
polar minimum exists below alpha = 0.3889 (same unit)
upward jump field E(P_minus) = 2.540 MV/cm
downward jump field E(P_plus) = 1.672 MV/cm
jump fields from sweep = 2.545, 1.670 MV/cm
eps0*Delta = 0.0177 (no unit)
background permittivity limit = 56.5 (relative)
relative permittivity at P=0 = 23.6
relative permittivity at P* = -55.5
film capacitance at P* = -4.91 uF/cm2
series layer permittivity = 9.0 (relative, rough)
least series thickness = 1.623 nm
series field at P_minus = 10.5 MV/cm
series field at P_plus = 18.7 MV/cm
rough breakdown, film = 4 MV/cm
rough breakdown, series layer = 10 MV/cm
tunnel mass = 0.3 electron masses (rough)
barrier, film = 1.5 eV (rough)
barrier, series layer = 2.8 eV (rough)
series thickness for tunnelling = 2.0 nm
film tunnel current at E(P_minus) = 3.9e-05 A/cm2
time to leak P_minus through film = 2.1e-01 s
series tunnel current at P_plus = 5.4e+04 A/cm2
time to leak P_plus through series = 2.7e-10 s
equal-energy field = 2.146 MV/cm
P of the two equal minima = 5.14, 16.85 uC/cm2
barrier density there = 1.634 J/cm3
barrier of 3 nm cube = 10.7 kT at 300 K
temperature rise considered = 85 K
Curie constant that closes intervals = 4798 K
```
